# Path length of an ion under nuclear and electronic stopping

**Question**

An ion enters a solid with kinetic energy $E_0$ and slows down through two mechanisms. Elastic collisions with whole atoms give the nuclear stopping, taken here as a constant $S>0$. Excitation of the electrons gives the electronic stopping, taken as proportional to the ion's speed and therefore to $\sqrt E$. With $s$ the distance measured along the track,

$$-\frac{dE}{ds}=S+k\sqrt E,\qquad k>0 .$$

The loss is treated as continuous, and the ion is followed down to $E=0$. Energies are in eV and lengths in nm, so $S$ is in eV/nm and $k$ in eV$^{1/2}$/nm.

## Part (a)

*Find the total path length $R$ in closed form, and verify the result by differentiation.*

**Answer.** The right-hand side depends on $E$ alone, so the variables separate: $ds=-dE/(S+k\sqrt E)$. The energy falls from $E_0$ to $0$ as $s$ rises from $0$ to $R$. Exchanging the limits of the energy integral removes the minus sign:

$$R=\int_0^{E_0}\frac{dE}{S+k\sqrt E}.$$

To remove the square root, put $u=\sqrt E$, so that $dE=2u\,du$, and write $u_0=\sqrt{E_0}$:

$$R=\int_0^{u_0}\frac{2u\,du}{S+ku}.$$

Numerator and denominator are both linear in $u$. Writing $u=[(S+ku)-S]/k$ gives

$$\frac{2u}{S+ku}=\frac2k\left[1-\frac{S}{S+ku}\right].$$

The second term integrates to a logarithm, with a factor $1/k$ from the inner derivative:

$$\int_0^{u_0}\frac{S\,du}{S+ku}=\frac Sk\ln\frac{S+ku_0}{S}.$$

Therefore

$$\boxed{R=\frac2k\left[\sqrt{E_0}-\frac Sk\ln\!\left(1+\frac{k\sqrt{E_0}}{S}\right)\right]}$$

To verify it, differentiate with respect to $u_0$. The logarithm contributes $(S/k)\,k/(S+ku_0)=S/(S+ku_0)$, so

$$\frac{dR}{du_0}=\frac2k\left[1-\frac{S}{S+ku_0}\right]=\frac{2u_0}{S+ku_0}.$$

Since $du_0/dE_0=1/(2u_0)$, this gives $dR/dE_0=1/(S+k\sqrt{E_0})$, which is the integrand at the upper limit. Also $R=0$ at $E_0=0$, so the constant of integration is right.

## Part (b)

*Find the limit of $R$ when electronic stopping vanishes, with its first correction.*

**Answer.** Setting $k=0$ directly gives an undefined expression, so an expansion is needed. Define the ratio of electronic to nuclear stopping at entry,

$$x=\frac{k\sqrt{E_0}}{S}.$$

Then $\sqrt{E_0}=Sx/k$, and the result of part (a) becomes $R=(2S/k^2)[x-\ln(1+x)]$. Because $k^2=S^2x^2/E_0$,

$$R=\frac{E_0}{S}f(x),\qquad f(x)=\frac{2[x-\ln(1+x)]}{x^2}.$$

For small $x$, $\ln(1+x)=x-\tfrac12x^2+\tfrac13x^3-\dots$. The linear terms cancel, the quadratic term supplies the limit, and the cubic term supplies the correction:

$$f(x)=\frac{2}{x^2}\left[\frac{x^2}{2}-\frac{x^3}{3}+\dots\right]=1-\frac{2x}{3}+\dots$$

Hence $R\to R_n=E_0/S$ as $k\to0$. This is the stopping distance under a constant force: the energy divided by the force. The correction is negative because an added loss mechanism shortens the track. Direct integration at $x=0.01$ gives $(1-RS/E_0)/x=0.6617$, close to $2/3$; the next term of the series, $+x^2/2$ in $f$, accounts for the difference of about $0.005$.

## Part (c)

*Find the limit when nuclear stopping vanishes. Is it approached as quickly as the limit in part (b)?*

**Answer.** Take $\sqrt{E_0}$ out of the bracket in part (a) and use $S/(k\sqrt{E_0})=1/x$:

$$R=\frac{2\sqrt{E_0}}{k}\left[1-\frac{\ln(1+x)}{x}\right].$$

As $S\to0$ with $k$ and $E_0$ fixed, $x\to\infty$. The logarithm grows more slowly than $x$, as the inequality $\ln y\le y-1$ shows when applied to $y=\sqrt{1+x}$:

$$\ln(1+x)=2\ln\sqrt{1+x}\le2\left(\sqrt{1+x}-1\right)<2\sqrt x .$$

Thus $\ln(1+x)/x<2/\sqrt x\to0$, and

$$R\to R_e=\frac{2\sqrt{E_0}}{k}.$$

This is the stopping distance under a drag proportional to speed. It can also be obtained directly: $dE/ds=-k\sqrt E$ gives $d\sqrt E/ds=-k/2$, so $\sqrt E$ falls linearly and reaches zero at $s=2\sqrt{E_0}/k$.

The approach is slower than in part (b) because the relative correction contains a logarithm. At $x=1000$, where nuclear stopping at entry is a thousandth of the electronic stopping, $R$ is still $0.69\%$ below $R_e$. In the nuclear limit a similar shortfall, $0.66\%$ relative to $R_n$, occurs when the minor mechanism is a hundredth of the major one. The reason is physical: however small $S$ is, its weight relative to the electronic stopping, $S/(k\sqrt E)$, grows as the ion slows. While electronic stopping is still much the larger, each tenfold drop in speed adds about the same amount to the shortfall, and this is the origin of the logarithm. The shortfall levels off only near the end of the track, where $S$ dominates.

## Part (d)

*A colleague proposes to combine the two limits by adding reciprocals, $1/R_r=1/R_n+1/R_e$. Does this overestimate or underestimate $R$? Compare it with each limit taken alone.*

**Answer.** First take the limits alone. For $0<E\le E_0$ the integrand $1/(S+k\sqrt E)$ is smaller than both $1/S$ and $1/(k\sqrt E)$. Integrating these inequalities gives $R<R_n$ and $R<R_e$.

For the reciprocal sum,

$$\frac1{R_r}=\frac{S}{E_0}+\frac{k}{2\sqrt{E_0}}=\frac{S}{E_0}\left(1+\frac x2\right),\qquad R_r=\frac{E_0}{S}\,\frac{2}{2+x}.$$

This must be compared with $R=(E_0/S)f(x)$. Consider $g(x)=\ln(1+x)-2x/(2+x)$. It vanishes at $x=0$, and its derivative is

$$g'(x)=\frac1{1+x}-\frac4{(2+x)^2}=\frac{(2+x)^2-4(1+x)}{(1+x)(2+x)^2}=\frac{x^2}{(1+x)(2+x)^2}>0 .$$

So $\ln(1+x)>2x/(2+x)$ for $x>0$, and

$$x-\ln(1+x)<x-\frac{2x}{2+x}=\frac{x^2}{2+x}.$$

Multiplying by $2/x^2$ gives $f(x)<2/(2+x)$, hence $R<R_r$. The reciprocal sum overestimates the path. It is nevertheless better than either limit, because adding a positive reciprocal makes $R_r$ smaller than both $R_n$ and $R_e$.

## Part (e)

*Atomic nitrogen ions strike tungsten at 20 keV. Take the rough round values $S=150$ eV/nm and $k=1.5$ eV$^{1/2}$/nm. Find $R$, compare it with the estimates of parts (b) to (d), and find how much energy goes to each mechanism. What path would each atom have if the ion were molecular, N$_2^+$, and split on impact?*

**Answer.** Here $\sqrt{E_0}=141.42$ eV$^{1/2}$ and $S/k=100$ eV$^{1/2}$, so $x=1.414$ and $\ln(1+x)=0.8814$. Then

$$R=\frac{2}{1.5}\left[141.42-100\times0.8814\right]\ \text{nm}\approx71.0\ \text{nm}=0.071\ \mu\text{m}.$$

The estimates, with their excess relative to $R$, are:

- nuclear stopping alone: $20000/150=133.3$ nm, too long by 88%;
- electronic stopping alone: $2\times141.42/1.5=188.6$ nm, too long by 165%;
- reciprocal sum: $78.1$ nm, too long by 10%.

Neither limit is usable at this $x$.

The nuclear force is constant, so the energy it removes is force times path:

$$E_{\text{nuc}}=SR\approx10.7\ \text{keV},\qquad E_{\text{el}}=E_0-SR\approx9.3\ \text{keV}.$$

At entry the electronic stopping is the larger, $1.5\times141.42=212$ eV/nm against 150 eV/nm. The two are equal where $k\sqrt E=S$, that is at $E=(S/k)^2=10$ keV. Below this energy nuclear stopping is the larger, and over the whole track it takes slightly more than half of the energy. This split applies to an ion that comes to rest inside the solid; an ion scattered back out through the surface, a case met in part (f), keeps part of its energy. "Nuclear" here means energy handed to recoiling atoms, which may later pass some of it to electrons.

The two atoms of N$_2^+$ have equal masses and the same speed, so each carries 10 keV if the small binding energy is ignored. At fixed $S$ and $k$ the path is then 40.9 nm, which is 58% of the 20 keV value. It exceeds one half because $dR/dE_0=1/(S+k\sqrt{E_0})$ decreases with energy: the first 10 keV lost carry the ion a shorter distance than the last 10 keV.

## Part (f)

*Is $R$ the depth at which the nitrogen comes to rest? Assume normal incidence, an amorphous target and no deflection by electrons. Estimate the mean depth to first order in $T/E$, where $T$ is the energy transferred in one collision.*

**Answer.** No. $R$ is measured along a track that bends. Let $M_1$ and $M_2$ be the ion and target masses, $\mu=M_2/M_1=13.14$, and $\psi$ the deflection in one collision. The ion's momentum before and after is $p$ and $p'$, with $p^2=2M_1E$ and $p'^2=2M_1(E-T)$. The struck atom, initially at rest, receives momentum $q$ with $q^2=2M_2T$. Momentum conservation gives $q^2=p^2+p'^2-2pp'\cos\psi$, so

$$\cos\psi=\frac{2E-T-\mu T}{2\sqrt{E(E-T)}}=\frac{1-(1+\mu)T/(2E)}{\sqrt{1-T/E}} .$$

To first order $1/\sqrt{1-T/E}\approx1+T/(2E)$, and the terms without $\mu$ cancel:

$$1-\cos\psi\approx\frac{\mu T}{2E}.$$

A heavy target atom thus turns a light ion strongly for a given energy loss. The expansion is usable here because even a head-on collision, which transfers the most, passes on only $4M_1M_2/(M_1+M_2)^2=0.263$ of the energy. It is least accurate for that collision, which reverses the ion: it gives $1-\cos\psi\approx1.73$ instead of the exact value 2.

Let $c$ be the mean cosine between the direction of motion and the inward normal. The azimuth of each deflection is random, so on average a collision multiplies the cosine by $\cos\psi$. With $N$ atoms per unit volume and $N\int T\,d\sigma=S$,

$$\frac{dc}{ds}=-c\,N\!\int(1-\cos\psi)\,d\sigma=-\frac{\mu S}{2E}\,c .$$

This takes every ion at path $s$ to have the same energy $E(s)$. Dividing by $dE/ds=-(S+k\sqrt E)$ and using $dE/E=2\,du/u$,

$$\frac{d\ln c}{du}=\frac{\mu S}{u(S+ku)}=\mu\left[\frac1u-\frac{k}{S+ku}\right].$$

Integration with $c=1$ at $u=u_0$ gives

$$c(u)=\left[\frac{u\,(S+ku_0)}{u_0\,(S+ku)}\right]^{\mu},\qquad \langle z\rangle=\int_0^{R}c\,ds=\int_0^{u_0}\frac{2u\,c(u)}{S+ku}\,du .$$

Numerical integration gives $\langle z\rangle\approx15$ nm, about a fifth of $R$.

This estimate ignores the surface: tracks that turn back across the entry plane are still averaged in. A Monte Carlo calculation removes that restriction. It uses the same $E_0$, $S$, $k$ and masses, with the collision law $d\sigma\propto E^{-1/2}T^{-3/2}dT$ up to the largest transfer $T_{\max}\propto E$. For this law $\int T\,d\sigma\propto E^{-1/2}\,T_{\max}^{1/2}$ is independent of energy, as the model requires. The mean path is 70.6 nm, about half a per cent below $R$. A small shortfall is expected, because the energy is lost in fluctuating steps and $R(E_0)$ is concave. Apart from this the continuous picture holds for the mean, and individual paths have a standard deviation of 9.5 nm. Without a surface the mean depth is 15.8 nm with a standard error of 0.15 nm and a further uncertainty of a few tenths of a nanometre from the lumping of soft collisions described below, so it lies a few per cent above the first-order estimate.

With the surface present, about 24% of the ions leave the solid again. Those that stay have a mean depth of 22 nm and a depth spread of 12 nm (standard deviation). Collisions with $T$ below a small fraction of $T_{\max}$ are lumped together; between separate runs with that fraction at 0.004 and at 0.001, the two mean depths differ by less than 0.4 nm and the reflected share by about half a percentage point, statistical scatter included.

## Part (g)

*How well does the model represent the real process, and which assumption matters most for $R$?*

**Answer.** An energy of 20 keV suits ion implantation, from a beam or from a plasma with a high bias on the target. It is far above the energies of tens to hundreds of eV at which plasma etching can be done. The chosen $k$ agrees with the Lindhard-Scharff estimate, 1.49 eV$^{1/2}$/nm. The ZBL universal formula gives a nuclear stopping of 161 eV/nm at 20 keV, but 136 at 5 keV and 85 at 1 keV. The constant $S=150$ eV/nm is therefore a fair value near the entry energy and too large near the end of the track.

Replacing it by the ZBL curve, with $k$ unchanged, lengthens the path from 71 to 83 nm, or by 17%. This is the largest of the changes to $R$ sized in this part, but the ranking holds only if $k$ is not overestimated by a large margin: lowering $k$ by 33% at fixed $S$ lengthens the path by the same amount. Raising $k$ by 20% at fixed $S$ gives 65 nm, and lowering it by 20% gives 78 nm. With constant $S$ the last 10 eV account for less than 0.1 nm. This figure is too low for the real process, because nuclear stopping is much weaker than 150 eV/nm at such energies, so it does not settle how much the failure of continuous slowing there affects the path. At etching energies the whole track lies where a constant $S$ fitted at 20 keV is unsuitable.

ZBL and Lindhard-Scharff are themselves approximate models, so 83 nm is not a measured path. Channelling along crystal rows, sputtering and the build-up of damage and nitrogen are left out and have not been sized. For the implanted layer, the larger correction is the one in part (f): within the constant-$S$ model, the retained ions lie on average at about a third of the path length. The values behind these figures are listed in the numerical output.

## Numbers as computed

```
largest relative error, formula vs quadrature: 3.4e-15
small-x slope of 1 - R*S/E0 (at x = 0.01): 0.6617
electronic-limit deficit at x = 1000: 0.691 %
entry energy E0: 20000 eV
nuclear stopping S: 150 eV/nm
electronic coefficient k: 1.5 eV^0.5/nm
sqrt(E0): 141.42 eV^0.5
S/k: 100.0 eV^0.5
crossover energy (S/k)^2: 10000 eV
electronic stopping at entry: 212.1 eV/nm
ratio x: 1.4142
ln(1+x): 0.8814
total path R: 71.05 nm
total path R, converted: 0.0710 um
nuclear-only path: 133.33 nm
electronic-only path: 188.56 nm
reciprocal-sum estimate: 78.10 nm
energy to recoils S*R: 10657 eV
energy to electrons: 9343 eV
path at half the entry energy: 40.91 nm
ZBL nuclear stopping at 1 keV: 84.8 eV/nm
ZBL nuclear stopping at 5 keV: 135.7 eV/nm
ZBL nuclear stopping at 20 keV: 161.4 eV/nm
Lindhard-Scharff k: 1.494 eV^0.5/nm
path with ZBL nuclear stopping, same k: 83.29 nm
its shift, 80 to 160 quadrature points: 5.4e-04 nm
path with k raised 20 %: 65.27 nm
path with k lowered 20 %: 78.04 nm
path left at 10 eV: 0.065 nm
mass ratio mu: 13.14
largest T/E in one collision: 0.263
mean depth, first-order formula: 15.11 nm
Monte Carlo mean path: 70.64 nm
Monte Carlo path spread (std): 9.51 nm
Monte Carlo mean depth, no surface: 15.79 nm
standard error of that depth: 0.15 nm
Monte Carlo reflected fraction: 23.8 %
mean depth of ions that stay: 22.19 nm
depth spread of ions that stay (std): 12.17 nm
mean-path shift, soft cut 0.004 to 0.001: -0.149 nm
mean-depth shift, same change: -0.366 nm
reflected-fraction shift, same change: 0.53 percentage points
stayed-depth shift, same change: -0.298 nm
```
